\section*{Electron mass in a chain of two alternating cations}

\section*{Problem}

In many transparent oxide semiconductors the bottom of the conduction band is built mainly from the empty $s$ orbitals of the metal cations. A film with two kinds of cation then has two different $s$ levels. Consider the simplest ordered version: a long straight chain of cations of alternating kind, with distance $a$ between neighbours. The $s$ levels are $+D$ and $-D$, measured from their mean, with $D\ge 0$. Each orbital is coupled to its two neighbours by the matrix element $-t$, with $t>0$. The orbitals are orthonormal, and there is no other coupling. Any part played by oxygen between the cations is contained in $t$.

\begin{enumerate}
\item Find the two energy bands and the position of the bottom of the lower one.
\item Find the effective mass $m$ there, and its increase over the value $m_0$ at $D=0$, with $t$ and $a$ held fixed.
\item Explain the increase through the shares of the two cations in the bottom state, and treat the limits of small and large $D$.
\item Evaluate the results for $t=1$ eV, $D=0.5$ eV and $a=0.33$ nm.
\item For the same numbers, estimate the effects of second-neighbour hopping, orbital overlap, band filling and temperature, and random cation order.
\end{enumerate}

\section*{Solution}

\subsection*{1. The bands}

Number the sites by $n$, so that site $n$ lies at $x=na$. Let even sites have the level $+D$ and odd sites the level $-D$. If $c_n$ is the amplitude on site $n$, the Schr\"odinger equation reads
\begin{equation}
E c_n=\varepsilon_n c_n-t\,(c_{n+1}+c_{n-1}),\qquad \varepsilon_n=\pm D .
\label{site}
\end{equation}
The chain repeats after two sites, a length $2a$. Bloch's theorem therefore allows different amplitudes on the two kinds of site:
\begin{equation}
c_n=A\,e^{ikna}\ (n\ \text{even}),\qquad c_n=B\,e^{ikna}\ (n\ \text{odd}).
\end{equation}
Both neighbours of an even site are odd. Their contributions add to $B e^{ikna}(e^{ika}+e^{-ika})=2B\cos(ka)\,e^{ikna}$. The same holds for an odd site with $A$ in place of $B$. After division by the common phase, equation (\ref{site}) becomes
\begin{align}
(D-E)A-2t\cos(ka)\,B&=0,\label{even}\\
-2t\cos(ka)\,A+(-D-E)B&=0.\label{odd}
\end{align}
A nonzero solution requires a vanishing determinant:
\begin{equation}
(D-E)(-D-E)-4t^2\cos^2(ka)=E^2-D^2-4t^2\cos^2(ka)=0 .
\end{equation}
The two bands are thus
\begin{equation}
E_\pm(k)=\pm\sqrt{D^2+4t^2\cos^2(ka)} .
\label{bands}
\end{equation}

The lower band is deepest where the root is largest, which means $\cos^2(ka)=1$. This happens at $k=0$ and at $k=\pi/a$, but these are the same state: adding $\pi/a$ to $k$ multiplies $c_n$ by $(-1)^n$, which merely reverses the sign of $B$ relative to $A$, and a redefinition of $B$ removes it. Distinct states are counted once in $-\pi/2a<k\le\pi/2a$. There is one bottom, at $k=0$, with energy
\begin{equation}
E_-(0)=-R,\qquad R=\sqrt{D^2+4t^2}.
\end{equation}
The top of the lower band lies at $ka=\pi/2$, where $E_-=-D$. The upper band begins there at $+D$, so the gap between the bands is $2D$.

\subsection*{2. The mass and its increase}

The effective mass is defined by the quadratic term of the energy near the bottom,
\begin{equation}
E_-(k)=E_-(0)+\frac{\hbar^2k^2}{2m}+\dots
\label{defmass}
\end{equation}
For small $ka$, $\cos^2(ka)=1-\sin^2(ka)=1-a^2k^2+\dots$, where the omitted terms are of fourth order. Inserting this in (\ref{bands}) and taking $R$ out of the root gives
\begin{align}
E_-(k)&=-\sqrt{R^2-4t^2a^2k^2+\dots}
=-R\sqrt{1-\frac{4t^2a^2k^2}{R^2}+\dots}\nonumber\\
&=-R\left(1-\frac{2t^2a^2k^2}{R^2}+\dots\right)
=-R+\frac{2t^2a^2}{R}\,k^2+\dots
\end{align}
The third form uses $\sqrt{1-y}=1-y/2+\dots$. Comparison with (\ref{defmass}) gives $\hbar^2/(2m)=2t^2a^2/R$, and hence
\begin{equation}
m=\frac{\hbar^2\sqrt{D^2+4t^2}}{4t^2a^2}.
\label{mass}
\end{equation}
At $D=0$ the root is $2t$, so that
\begin{equation}
m_0=\frac{\hbar^2}{2ta^2}.
\end{equation}
This is the mass of a chain of equal atoms with spacing $a$, as it must be: describing that chain with a doubled cell changes the labels of its states, not their energies. The ratio and the increase are
\begin{equation}
\frac{m}{m_0}=\frac{R}{2t}=\sqrt{1+\left(\frac{D}{2t}\right)^2},\qquad
m-m_0=m_0\left[\sqrt{1+\left(\frac{D}{2t}\right)^2}-1\right].
\label{ratio}
\end{equation}

Two conventions affect the use of these formulas. First, $a$ is the distance between neighbouring cations. In terms of the repeat length $b=2a$, the mass is $m=\hbar^2R/(t^2b^2)$, while the ratio is unchanged. Second, $D$ is half the difference between the two levels. Using the full difference in its place would make the small-$D$ increase four times too large.

\subsection*{3. Why the mass rises}

Let $u$ and $v$ be the normalized amplitudes on the high and low sites at $k=0$, with $u^2+v^2=1$. Equation (\ref{even}) with $E=-R$ gives $(D+R)u=2tv$. Since $4t^2=R^2-D^2=(R-D)(R+D)$,
\begin{equation}
\frac{u^2}{v^2}=\frac{4t^2}{(R+D)^2}=\frac{R-D}{R+D},
\qquad u^2=\frac{R-D}{2R},\quad v^2=\frac{R+D}{2R}.
\label{weights}
\end{equation}
The electron prefers the low sites. Both amplitudes are positive, so
\begin{equation}
2uv=\frac{\sqrt{R^2-D^2}}{R}=\frac{2t}{R}.
\label{uv}
\end{equation}

Now let $k$ move slightly away from zero. In equations (\ref{even}) and (\ref{odd}) $k$ enters through the coupling alone, $-2t\cos(ka)=-2t+ta^2k^2+\dots$. The change of the coupling, $ta^2k^2$, is a small perturbation that connects the two kinds of site. Its expectation value in the bottom state is $2uv\,ta^2k^2$. Mixing with the upper band enters through the square of the perturbation, which is of order $k^4$, and so does not affect the mass. Therefore
\begin{equation}
\frac{\hbar^2}{2m}=ta^2\,(2uv),\qquad \frac{m}{m_0}=\frac{1}{2uv}.
\end{equation}
The product $2uv$ is largest, equal to one, when the two sites share the electron equally. Unequal levels make the sharing unequal, less energy depends on the phase change from site to site, and the band becomes flatter.

\paragraph{Small $D$.} For $D\ll 2t$, use $\sqrt{1+y}=1+y/2-y^2/8+\dots$ with $y=D^2/4t^2$:
\begin{equation}
\frac{m-m_0}{m_0}=\frac{D^2}{8t^2}-\frac{D^4}{128t^4}+\dots
\label{small}
\end{equation}
There is no term linear in $D$. Exchanging the two kinds of cation turns $D$ into $-D$ but leaves the same chain, shifted by one site, so the mass cannot depend on the sign of $D$. A term in $|D|$ is excluded as well: at $k=0$ the two bands stay $4t$ apart even when $D=0$, so the energy near the bottom is a smooth function of $D$, and only even powers remain.

\paragraph{Large $D$.} For $D\gg 2t$ the electron is almost confined to the low sites. Expanding (\ref{bands}) in $t/D$ gives
\begin{equation}
E_-\simeq-D-\frac{2t^2}{D}\cos^2(ka)
=-D-\frac{t^2}{D}-\frac{t^2}{D}\cos(2ka).
\end{equation}
A chain of equal sites with spacing $2a$ and hopping $t'$ has the band $-2t'\cos(2ka)$. The low sites thus form such a chain with $t'=t^2/(2D)$, the indirect hopping through a high site. Its mass is
\begin{equation}
m\simeq\frac{\hbar^2}{2t'(2a)^2}=\frac{\hbar^2D}{4t^2a^2},
\end{equation}
in agreement with (\ref{mass}) when $R\simeq D$. In this limit the mass grows in proportion to $D$.

\paragraph{Three dimensions.} Let the same two cations alternate on a simple cubic lattice, with six neighbours each. The coupling becomes $-2t(\cos k_xa+\cos k_ya+\cos k_za)=-(6t-ta^2k^2+\dots)$. The quantity $2t$ at the band bottom is replaced by $6t$, and the derivation above gives
\begin{equation}
\frac{m}{m_0}=\sqrt{1+\left(\frac{D}{6t}\right)^2},
\end{equation}
with the same $m_0$. For small $D$ the fractional increase is $D^2/(72t^2)$, one ninth of that in the chain. With alternation along all three axes, every neighbour adds to the coupling between high and low sites, which makes it larger compared with the level difference. The order matters here. If the levels alternate only from one layer to the next, the mass across the layers rises as in the chain, and the mass within the layers does not change.

\subsection*{4. Numbers}

With lengths in nm and energies in eV, the useful constant is $\hbar^2/m_e=0.07620$ eV\,nm$^2$, where $m_e$ is the free-electron mass. For the given values,
\begin{align}
R&=\sqrt{0.5^2+4\times1^2}\ \text{eV}=2.0616\ \text{eV},\\
\frac{m_0}{m_e}&=\frac{0.07620}{2\times1\times0.33^2}=0.350,\\
\frac{m}{m_e}&=\frac{0.07620\times2.0616}{4\times1^2\times0.33^2}=0.361 .
\end{align}
The alternating chain has $m=3.29\times10^{-31}$ kg. The increase is $0.011\,m_e$, or $3.08$ percent of $m_0$. The leading term of (\ref{small}) gives $3.13$ percent.

The two levels differ by a full 1 eV, yet the mass changes by only three percent. The weights explain this. From (\ref{weights}), the low sites hold a share $v^2=0.621$ of the electron, a clear imbalance, but $2uv=0.970$ is still close to one. Near equal sharing, $2uv$ has its maximum and changes only in second order.

For other level differences, with $t=1$ eV and $a=0.33$ nm unchanged, the ratio is as follows.

\begin{center}
\begin{tabular}{cc}
$D$ (eV) & $m/m_0$\\
\hline
0.25 & 1.008\\
0.50 & 1.031\\
1.00 & 1.118\\
2.00 & 1.414\\
3.464 & 2.000
\end{tabular}
\end{center}

The last row follows from setting (\ref{ratio}) equal to two: $1+D^2/4t^2=4$, so $D=2\sqrt3\,t$.

\subsection*{5. What the simple chain leaves out}

\paragraph{Second-neighbour hopping.} Let cations of the same kind, a distance $2a$ apart, be coupled by $-t_2$, equal for both kinds. This adds $-2t_2\cos(2ka)=-2t_2+4t_2a^2k^2+\dots$ to both diagonal elements, and hence to both bands. The coefficient of $k^2$ becomes $2t^2a^2/R+4t_2a^2$, so
\begin{equation}
m=\frac{\hbar^2}{a^2\left(4t^2/R+8t_2\right)} .
\end{equation}
The factor 8 makes even a weak coupling important. The trial value $t_2=0.05$ eV lowers the mass from $0.361\,m_e$ to $0.299\,m_e$, by 17 percent. The ratio to the $D=0$ mass, with the same $t_2$ in both, moves much less, from 1.031 to 1.026. This relies on equal coupling for both kinds. If only the low sites are coupled in this way, by 0.10 eV, the ratio is 0.995: the level offset moves the electron onto the sites with the extra coupling, and at this $D$ the increase becomes a slight decrease. This is not a general trend: at $D=1$ eV, with the same couplings, the ratio is 1.031.

\paragraph{Overlap.} If neighbouring orbitals have overlap $s$, the coupling in (\ref{even}) and (\ref{odd}) changes from $-2t\cos(ka)$ to $-2(t+sE)\cos(ka)$. The energy zero is still the mean level; this matters, because the value of $t$ now depends on that choice. The determinant gives
\begin{equation}
E^2-D^2=4(t+sE)^2\cos^2(ka).
\label{overlap}
\end{equation}
Let $E_0$ be the negative root at $k=0$, and write $T=t+sE_0$. For small $k$, set $E=E_0+\delta$ and keep terms linear in $\delta$ and $a^2k^2$:
\begin{equation}
2E_0\delta=8sT\delta-4T^2a^2k^2,\qquad
\delta=\frac{2T^2a^2k^2}{4sT-E_0}.
\end{equation}
Since $\delta=\hbar^2k^2/(2m)$,
\begin{equation}
m=\frac{\hbar^2(4sT-E_0)}{4T^2a^2}.
\end{equation}
At $D=0$, equation (\ref{overlap}) gives $E_0=-2T$, so $T=t/(1+2s)$ and $m=m_0(1+2s)^2$. With the trial value $s=0.05$ and $D=0.5$ eV, the mass is $0.439\,m_e$, which is 22 percent above the value without overlap. The ratio is 1.0375. If $t$ has been fitted to a known mass with orthonormal orbitals, the correction to that mass is already absorbed in $t$ and must not be added again. The increase with $D$ is not reproduced exactly, however. With $t$ fitted to the $D=0$ mass of the chain with overlap, the orthonormal chain gives a ratio of 1.045 instead of 1.0375.

\paragraph{Filling and temperature.} Electrons above the band bottom do not follow the parabola exactly. A suitable measure is $m_v=\hbar k/v$, where $v=\hbar^{-1}dE_-/dk$ is the group velocity. Differentiating (\ref{bands}), with $x=ka$, gives
\begin{equation}
\frac{dE_-}{dk}=\frac{4t^2a\sin x\cos x}{\sqrt{D^2+4t^2\cos^2x}},\qquad
\frac{m_v}{m}=\frac{x}{\sin x\cos x}\sqrt{1-\frac{4t^2\sin^2x}{R^2}} .
\end{equation}
For small $x$ the first factor is $2x/\sin 2x=1+2x^2/3+\dots$, and the root is $1-2t^2x^2/R^2+\dots$. With $r=m/m_0=R/2t$,
\begin{equation}
\frac{m_v}{m}=1+x^2\left(\frac23-\frac{1}{2r^2}\right)+\dots
\end{equation}
To choose a realistic $k$, take an isotropic three-dimensional electron gas with the mass found above and a density of $10^{19}$ cm$^{-3}=0.01$ nm$^{-3}$. With two spin states, its Fermi wave number is $k_F=(3\pi^2\times0.01)^{1/3}$ nm$^{-1}=0.667$ nm$^{-1}$, and its Fermi energy is
\begin{equation}
\frac{\hbar^2k_F^2}{2m}=\frac{0.07620\times0.6665^2}{2\times0.3606}\ \text{eV}=0.047\ \text{eV}.
\end{equation}
This exceeds the thermal energy at 300 K, 0.026 eV, so the gas is moderately degenerate. At $k_F$, $m_v$ is 1.0 percent above $m$; at a kinetic energy equal to the thermal energy it is 0.5 percent above. The chain with $D=0$ shifts almost as much, by 0.8 percent at the same $k_F$, so at this wave number the ratio of the two masses is 1.032, against 1.031 at the band bottom. These shifts hold for a constant $t$. If the hopping runs through an oxygen $p$ level, $t$ depends on energy and the band is less parabolic. For a chain with one such level between neighbouring cations, 3 eV below the mean $s$ level and with the same $m_0$, $m_v$ at $k_F$ is about 4 percent above $m$, while the ratio $m/m_0$ at the band bottom is still 1.029. The 1.0 percent should therefore not be carried over to a real oxide.

\paragraph{Random order.} An amorphous film has no regular alternation. For a chain with equal numbers of high and low sites in random order, equation (\ref{site}) can be solved step by step:
\begin{equation}
c_{n+1}=\frac{\varepsilon_n-E}{t}\,c_n-c_{n-1}.
\end{equation}
In the ordered chain, at an energy inside a band, the solutions are Bloch waves and do not grow on average. In the random chain they grow exponentially. The mean growth rate per site, $\gamma$, defines the localization length $a/\gamma$, the distance over which a localized state falls by a factor $e$. Numerical iteration over 150\,000 sites, averaged over two random orders, at one thermal energy above the ordered band bottom, gives 1.77 nm, with a statistical scatter of about 0.01 nm; much longer averages give 1.76 nm. This is about five cation spacings. The corresponding spread in wave number, about $1/1.76=0.57$ nm$^{-1}$, is comparable with $k_F$. The random chain has states well below the ordered band bottom: 0.095 states per site and spin lie below this energy, against 0.052 in the ordered chain. At the filling that belongs to $k_F$ in the ordered chain, 0.070 per site and spin, the highest filled states of the random chain lie near $-2.11$ eV, where the length is shorter, about 1.4 nm. Such a state has no well-defined $k$, and a band mass does not describe its motion along the chain. This result is for one dimension and does not give the localization length of a three-dimensional film.

\paragraph{Comparison with a real oxide.} The parameters lie in the rough regime of amorphous indium gallium zinc oxide, whose electron mass is roughly a third of $m_e$. The agreement reflects the choice of $t$ and is not a prediction; $D$ is a trial value, not a calculated level difference of these cations. The film breaks the assumptions of a single chain, regular order and purely nearest-neighbour hopping. For the trial values used here, second-neighbour hopping and overlap each move the mass by about 20 percent, in opposite directions; the figure for overlap holds when $t$ is referred to the mean level as energy zero, and it changes with that choice. The ninefold reduction of the small-$D$ increase in a cubic network requires cations that alternate along all three axes, so it cannot be assumed for an amorphous film. Polarization of the lattice by the electron is also left out and has not been estimated. The chain therefore supports a limited conclusion: at fixed hopping and spacing, and with strictly alternating cations, a level offset $D$ well below $2t$ has a weak effect on the band mass. Other orders can respond more strongly. For a chain with the repeating order high, high, low, low, the values of section 4 give a mass 18 percent above $m_0$. The model does not give the mobility of a film, which also depends on scattering and disorder.
